# Logarithmic correction to the susceptibility of a uniaxial dipolar ferroelectric, part 1

(Sections cited here and not found follow in the second part.)

## From dipolar forces to a logarithm

**Q.** A one-component order parameter in three dimensions normally has critical exponents that differ from mean-field ones. Why should a uniaxial ferroelectric be different, and what do you intend to calculate?

**A.** The difference comes from the electric forces between dipoles. I shall calculate the static susceptibility slightly above a continuous transition. The polarization $P$ points along $z$, and its fluctuations are classical. I use atomic units with $k_B=1$, so $T$ is an energy. Configurations have weight $e^{-F/T}$, with

$$F=\int d^3x\left[\frac a2P^2+\frac c2(\nabla P)^2+\frac b4P^4\right]+\frac12\int_{\mathbf q}A\mu^2|P_{\mathbf q}|^2 .$$

Here $\int_{\mathbf q}=\int d^3q/(2\pi)^3$ with $|\mathbf q|<\Lambda$, and $\mu=q_z/q$. The coefficients $b$ and $c$ are positive, and $a$ is a smooth function of temperature. Coupling to strain and frozen disorder are left out.

**Q.** The term with $A$ looks inserted by hand. Where does it come from, and what is $A$?

**A.** It is the energy of the field made by the polarization itself. Let the other degrees of freedom supply an isotropic background permittivity $\varepsilon_b$. A static field has no curl, so $\mathbf E_{\mathbf q}=-i\mathbf q\,\phi_{\mathbf q}$. Without free charge, $\nabla\cdot(\varepsilon_b\mathbf E+4\pi\mathbf P)=0$, which gives

$$\varepsilon_bq^2\phi_{\mathbf q}+4\pi i\,\mathbf q\cdot\mathbf P_{\mathbf q}=0,\qquad
\mathbf E_{\mathbf q}=-\frac{4\pi}{\varepsilon_b}\frac{\mathbf q(\mathbf q\cdot\mathbf P_{\mathbf q})}{q^2}.$$

The interaction energy is $-\frac12\mathbf P\cdot\mathbf E$; the factor one half avoids counting each pair of dipoles twice. With $\mathbf P$ along $z$ this is $\frac12A\mu^2|P_{\mathbf q}|^2$, where $A=4\pi/\varepsilon_b$. Local parts of the interaction are contained in $a$. The part written here cannot be absorbed in that way, because it depends on the direction of $\mathbf q$ however small $q$ is.

**Q.** Then the susceptibility also depends on direction. Which one do you mean?

**A.** I mean the response to the macroscopic field. Add $-hP$ to the energy density, where $h$ is a weak source field along $z$ with a small wavevector $\mathbf q$. It is a formal device and need not be free of curl. The response to $h$ is $1/(r+A\mu^2)$, where $r$ is the inverse susceptibility including fluctuations. The macroscopic field is $h$ plus the depolarizing field $-A\mu^2P$, which equals $rP$ for every direction of $\mathbf q$. Hence

$$\chi=\frac1r .$$

The transition occurs at $r=0$. I call the corresponding coefficient $a_c$ and define $\tau=a-a_c$, which is proportional to $T-T_c$ close to the transition. Mean-field theory gives $\chi=1/\tau$.

**Q.** Since $A\mu^2$ does not vanish at small $q$, it seems to suppress the fluctuations altogether. What is left?

**A.** The modes with wavevectors close to the plane $q_z=0$ are left. In the Gaussian approximation each mode has the mean square

$$\frac{T}{r+cq^2+A\mu^2},$$

apart from the volume factor. Near the transition a mode is strongly excited if $A\mu^2\lesssim cq^2$. This means

$$|q_z|\lesssim\sqrt{\frac cA}\;q^2 .$$

If the wavevector in the plane is halved, the relevant range of $q_z$ is divided by four. The two components in the plane each contribute one power of the scale and $q_z$ contributes two. The phase space therefore shrinks as it would in four dimensions. Four is the dimension at which a short-range quartic coupling becomes dimensionless, so here logarithms can appear in place of new powers.

**Q.** Power counting suggests a logarithm, but it does not give a coefficient. Can you show the integral?

**A.** The integral that controls the interaction is

$$I(r)=\int_{\mathbf q}\frac1{(r+cq^2+A\mu^2)^2}
=\frac1{2\pi^2}\int_0^\Lambda q^2dq\int_0^1\frac{d\mu}{(s+A\mu^2)^2},\qquad s=r+cq^2 .$$

The prefactor follows from $2\pi/(2\pi)^3$ for the azimuth and a factor 2 for the two signs of $\mu$. Assume strong dipolar forces, $s\ll A$. The integrand is then concentrated at small $\mu$, and the upper limit may be moved to infinity. With $\mu=\sqrt{s/A}\,t$,

$$\int_0^\infty\frac{d\mu}{(s+A\mu^2)^2}=\frac1{s^{3/2}\sqrt A}\int_0^\infty\frac{dt}{(1+t^2)^2}=\frac{\pi}{4\sqrt A\,s^{3/2}} .$$

Next put $\kappa^2=r/c$ and $q=\kappa\sinh x$. Then

$$\int_0^\Lambda\frac{q^2dq}{(r+cq^2)^{3/2}}
=\frac1{c^{3/2}}\int_0^X\tanh^2x\,dx=\frac{X-\tanh X}{c^{3/2}},\qquad \sinh X=\frac\Lambda\kappa .$$

For $\kappa\ll\Lambda$ we have $X\to\ln(2\Lambda/\kappa)$ and $\tanh X\to1$. Therefore

$$I(r)=K\left[\ell_r+\ln2-1\right],\qquad K=\frac1{8\pi\sqrt A\,c^{3/2}},\qquad \ell_r=\ln\frac\Lambda\kappa=\frac12\ln\frac{c\Lambda^2}{r}.$$

**Q.** You extended an angular integral beyond its range, and you gave the gradient energy the same stiffness along $z$ as across it. Does $K$ depend on either choice?

**A.** Not in the limit considered. The piece added to the angular integral is about $\int_1^\infty d\mu/(A^2\mu^4)=1/(3A^2)$. Relative to the integral itself this is $(4/3\pi)(s/A)^{3/2}$, which vanishes as $s\to0$. It changes the constant beside $\ell_r$ and leaves the coefficient of $\ell_r$ alone. As for the stiffness, the important modes have $\mu^2\lesssim cq^2/A$. Changing the stiffness along $z$ by $\Delta c$ adds $\Delta c\,q^2\mu^2$, which is at most of order $\Delta c\,c\,q^4/A$ for these modes. This is negligible beside $cq^2$ at small $q$.

Both statements were tested on the full integral over $q$ and $\mu$, for the parameters of the example treated later. The coefficient of the logarithm agreed with $K$ to about one part in a million, also when the stiffness along $z$ was tripled. At the cutoff itself, where the approximation is poorest, the full angular integral is 0.996 of its limiting form.

**Q.** How do I know that the dipolar forces cause the logarithm?

**A.** Remove them. With $A=0$ and $\kappa\ll\Lambda$,

$$I(r)=\frac1{2\pi^2c^2}\int_0^\infty\frac{q^2dq}{(q^2+\kappa^2)^2}=\frac1{2\pi^2c^2}\frac{\pi}{4\kappa}=\frac1{8\pi c^{3/2}\sqrt r}.$$

This is a power divergence. Reducing $r$ a hundredfold should multiply the integral by ten, and the numerical integral gives 10.01. Such a divergence makes the effective interaction strong near the transition, which is why the short-range system leaves mean-field behaviour.

**Q.** Suppose pressure or composition drives the transition to zero temperature. Does the same logarithm occur there?

**A.** No, at least for undamped soft modes. At $T=0$ the fluctuations also carry a frequency $\omega$, and the denominator acquires a term proportional to $\omega^2$. Integrating the squared propagator over $\omega$ changes the power from 2 to $3/2$. The angular integral becomes

$$\int_0^\infty\frac{d\mu}{(s+A\mu^2)^{3/2}}=\frac1{s\sqrt A},$$

and what remains is $\int_0^\Lambda q^2dq/(r+cq^2)$. This tends to the finite value $\Lambda/c$ as $r\to0$. In the numerical check the $T=0$ integral changed by 0.14% when $r$ was reduced a hundredfold. The classical logarithm requires a transition at nonzero temperature, close enough that the quantum $\hbar\omega$ of the critical soft modes is small compared with $T$.

**Q.** A logarithm in $I(r)$ is not yet a logarithm in the susceptibility. How does one enter the other?

**A.** First take the lowest order in $b$. In $P^4$, choose two factors to be averaged, which can be done in six ways. The quartic energy then acts like

$$\frac b4\,6\langle P^2\rangle P^2=\frac12\left(3b\langle P^2\rangle\right)P^2 ,$$

so that, with the corrected coefficient $r$ used in the propagator,

$$r=a+3bT\int_{\mathbf q}\frac1{r+D_{\mathbf q}},\qquad D_{\mathbf q}=cq^2+A\mu^2 .$$

At the transition $r=0$, hence $a_c=-3bT\int_{\mathbf q}1/D_{\mathbf q}$. Subtracting this value gives

$$r=\tau-3bT\int_{\mathbf q}\left[\frac1{D_{\mathbf q}}-\frac1{r+D_{\mathbf q}}\right]
=\tau-3bT\int_0^rI(r')\,dr' .$$

The last step holds because the bracket equals $\int_0^rdr'/(r'+D_{\mathbf q})^2$. Since $\int_0^r\ell_{r'}dr'=r(\ell_r+\frac12)$, we obtain

$$\tau=r\left[1+\frac{g_0}3\left(\ell_r+\ln2-\frac12\right)\right],\qquad g_0=9bTK=\frac{9bT}{8\pi\sqrt A\,c^{3/2}} .$$

The sign has a simple meaning. Moving away from the transition weakens the fluctuations, and with them the positive contribution $3b\langle P^2\rangle$ to $r$. Hence $r$ grows less than $\tau$ does, and $\chi=1/r$ exceeds the mean-field value $1/\tau$.

**Q.** Then the answer seems finished: $\chi=\tau^{-1}[1+(g_0/3)\ell_r]$, with the first power of a logarithm. Where would any other power come from?

**A.** That expression is reliable while $g_0\ell_r\ll1$. Closer to the transition the next order contains $(g_0\ell_r)^2$, which is no longer small. In particular, $b$ was treated as fixed, although the same fluctuations that change $a$ also change $b$. Both must be followed together. I do this by removing the fluctuations in thin shells, starting at $q=\Lambda$ and moving inward. Let the current cutoff be $q=\Lambda e^{-l}$.

**Q.** What does removing one shell do? Please keep track of the factors.

**A.** Write $P=\varphi+\sigma$, with $\varphi$ slowly varying and $\sigma$ made of the modes in the shell. The quartic term is

$$\frac b4\left(\varphi^4+4\varphi^3\sigma+6\varphi^2\sigma^2+4\varphi\sigma^3+\sigma^4\right).$$

For a uniform $\varphi$ the term linear in $\sigma$ integrates to zero, because $\sigma$ has no component at zero wavevector. The cubic and quartic terms in $\sigma$ contribute at second order in the shell thickness. The remaining term, $\frac12(3b\varphi^2)\sigma^2$, adds $3b\varphi^2$ to the stiffness of each fast mode.

A Gaussian variable of stiffness $S$ contributes $\frac T2\ln S$ to the free energy, up to a constant. The modes $\mathbf q$ and $-\mathbf q$ share two real variables, so this is also the contribution per wavevector. For a general local potential $V(\varphi)$ the stiffness is $cq^2+A\mu^2+V''(\varphi)$. A shell of thickness $q\,dl$ therefore gives

$$\frac{dV}{dl}=\frac T2\,\frac{q^3}{2\pi^2}\int_0^1d\mu\,\ln\!\left[cq^2+V''(\varphi)+A\mu^2\right].$$

**Q.** Can that angular integral be simplified as before?

**A.** Yes. Differentiate it with respect to $s=cq^2+V''$. For $s\ll A$,

$$\int_0^1\frac{d\mu}{s+A\mu^2}=\frac{\pi}{2\sqrt{As}}-\frac1A+\dots$$

Here $-1/A$ is minus the part of the integral beyond $\mu=1$. It does not depend on $s$. It shifts $a_c$ by a finite amount, which is of no interest here, and at this order it leaves the change of $b$ alone. Keeping the first term and integrating back over $s$ gives

$$\frac{dV}{dl}=\frac{Tq^3}{4\pi\sqrt A}\sqrt{cq^2+V''(\varphi)} ,$$

apart from a term independent of $\varphi$.

**Q.** Is there a check on the expansion of that logarithm which does not use the Gaussian argument again?

**A.** One can integrate over a single fast variable numerically, keeping its cubic and quartic terms, at a low temperature where the loop expansion applies. With unit stiffness and unit $b$, the Gaussian result is $\frac T2\ln(1+3\varphi^2)=\frac T2(3\varphi^2-\frac92\varphi^4+\dots)$. Compared with $\frac12\varphi^2$ and $\frac14\varphi^4$, this means a change of $+3T$ in the quadratic coefficient and $-9T$ in the quartic one. Divided by $T$, the explicit integral gave magnitudes of 3.000 and 8.996. The second half rests on these two integers.

## The running coupling and the one-third power

**Q.** Before we go on, what do we carry over?

**A.** The inverse susceptibility is $r=1/\chi$, and $\tau=a-a_c$ is the distance from the transition. The coefficients $c$, $b$ and $A$ belong to the gradient, quartic and dipolar energies, and $\Lambda$ is the original cutoff. The abbreviations are

$$K=\frac1{8\pi\sqrt A\,c^{3/2}},\qquad g_0=9bTK,\qquad \ell_r=\frac12\ln\frac{c\Lambda^2}r,\qquad \kappa^2=\frac rc .$$

After all modes above $q=\Lambda e^{-l}$ have been removed, the local potential obeys, for strong dipolar forces,

$$\frac{dV}{dl}=\frac{Tq^3}{4\pi\sqrt A}\sqrt{cq^2+V''(\varphi)} .$$

**Q.** How does this turn into equations for the two coefficients?

**A.** Put $V=\frac12m\varphi^2+\frac14b\varphi^4$, where $m$ and $b$ now depend on $l$. The running coefficient $m$ starts at $a$ and ends at $r$. With $V''=m+3b\varphi^2$ and $s=cq^2+m$,

$$\sqrt{s+3b\varphi^2}=\sqrt s+\frac{3b\varphi^2}{2\sqrt s}-\frac{9b^2\varphi^4}{8s^{3/2}}+\dots$$

Matching the coefficients of $\varphi^2$ and $\varphi^4$, and multiplying by 2 and by 4 respectively, gives

$$\frac{dm}{dl}=\frac{3bTq^3}{4\pi\sqrt A\,\sqrt s},\qquad
\frac{db}{dl}=-\frac{9b^2Tq^3}{8\pi\sqrt A\,s^{3/2}} .$$

Now define $w=m/(cq^2)$ and $g=9bTK$. Then $s=cq^2(1+w)$, and $1/(4\pi\sqrt A\,c^{3/2})=2K$. The equations become

$$\frac{dm}{dl}=\frac23\,g\,cq^2(1+w)^{-1/2},\qquad \frac{dg}{dl}=-g^2(1+w)^{-3/2}.$$

Because $q^{-2}$ grows as $e^{2l}$, the first is equivalent to $dw/dl=2w+\frac23g(1+w)^{-1/2}$.

**Q.** What happens exactly at the transition?

Strong dipolar forces make the fluctuation integral logarithmic, and removing the fluctuations shell by shell has given coupled flow equations for $m$ and $g$. It remains to solve them at and near the transition, and so to find the power of the logarithm in $\chi$.
